# How magnetocrystalline anisotropy energy relates to the spin-orbit expectation value, part 2

The question is how the magnetocrystalline anisotropy energy $K=\Delta E$ relates to $\Delta E_{SO}$, where $E_{SO}(\mathbf m)=\langle\xi\,\mathbf L\cdot\mathbf S\rangle$ and $\Delta X=X(\hat x)-X(\hat z)$. The belief is $K=\Delta E_{SO}$; the half rule is $K=\tfrac12\Delta E_{SO}$.

Energies are in eV or meV per site, $\hbar=1$. For independent $d$ electrons $H=H_0+\xi V$, $V=\mathbf L\cdot\mathbf S$. $H_0$ has real crystal-field levels $\varepsilon_a$ and exchange $-\tfrac J2\,\boldsymbol\sigma\cdot\mathbf m$ (majority $\uparrow$, minority $\downarrow$). With spin quantized along $\mathbf m$ and a right-handed triad $(\mathbf e_1,\mathbf e_2,\mathbf m)$,

$$V=\tfrac12\left(\sigma_zL_m+\sigma_xL_1+\sigma_yL_2\right),\qquad L_m=\mathbf L\cdot\mathbf m,\quad L_i=\mathbf L\cdot\mathbf e_i .$$

The orbital elements are

$$L_zd_{x^2-y^2}=2i\,d_{xy},\quad L_zd_{xz}=i\,d_{yz},\quad L_zd_{z^2}=0,$$
$$L_xd_{xy}=i\,d_{xz},\quad L_xd_{yz}=i\sqrt3\,d_{z^2}+i\,d_{x^2-y^2},$$
$$L_yd_{xy}=-i\,d_{yz},\quad L_yd_{xz}=-i\sqrt3\,d_{z^2}+i\,d_{x^2-y^2},$$

and $|(L_m)_{uo}|^2=\sum_am_a^2|(L_a)_{uo}|^2$ without cross terms.

For a gapped, quenched ground state ($\langle0|V|0\rangle=0$, energy $E_0$), $E_{SO}\le E-E_0\le0$. At second order $E-E_0=-\xi^2A$, with $A=\sum_{uo}|V_{uo}|^2/\omega_{uo}$ over excitations $o\to u$ of energy $\omega_{uo}$. With a full majority shell this is $-\tfrac{\xi^2}4(S_c+S_f)$, from spin-conserving and spin-flip excitations. A perturbation $-hL_m$ on the minority electrons gives $\langle L_m\rangle=\chi h$, $\chi=2S_c$.

Generally $E$ is the stationary value of $\Phi[\rho;\xi]=\Phi_0[\rho]+\xi W[\rho]$, here with $W=\mathrm{Tr}\,\rho V$ and $\rho$ the density matrix. Then $dE/d\xi=W[\rho_\xi]$, $E_{SO}=\xi\,dE/d\xi$ and

$$\Delta E_{SO}=\xi\,\frac{dK}{d\xi},\qquad K(\xi)=\int_0^1\frac{d\lambda}\lambda\,\Delta E_{SO}(\lambda\xi).$$

If $K=\sum_nk_n\xi^n$, then $\Delta E_{SO}=\sum_nn\,k_n\xi^n$ and $\Delta\Phi_0=\sum_n(1-n)k_n\xi^n$; $K_2=k_2\xi^2$.

The tetragonal $d^6$ site has $\varepsilon_{xy}=0$, $\varepsilon_{yz}=\varepsilon_{xz}=0.5$, $\varepsilon_{z^2}=0.8$, $\varepsilon_{x^2-y^2}=1.0$ eV, $J=3$ eV, $\xi=50$ meV, a full majority shell and one minority electron in $xy$. For $\hat z$ and $\hat x$, $S_c=4$ and $2$, $S_f=5.9833$ and $4.6583$ eV$^{-1}$; $K_2=2.0781$ meV, and exactly $K=2.0517$ meV. "The program" is the accompanying numerical check.

## Why the torque has no half

Let $\mathbf m=(\sin\theta,0,\cos\theta)$, $\mathbf e_1=(\cos\theta,0,-\sin\theta)$, $\mathbf e_2=\hat y$. Then $d\mathbf m/d\theta=\mathbf e_1$, $d\mathbf e_1/d\theta=-\mathbf m$, and $\partial_\theta V=\tfrac12(\sigma_zL_1-\sigma_xL_m)$. Since $H_0$ does not depend on $\theta$ in the spin frame, the stationarity argument with $\theta$ as the parameter gives $dE/d\theta=\xi\,\mathrm{Tr}\,\rho\,\partial_\theta V$, exactly. (The mechanical torque on the magnetization is the negative of this; the word is used here for $dE/d\theta$.) The total derivative of $E_{SO}$ has a second term:

$$\frac{dE_{SO}}{d\theta}=\xi\,\mathrm{Tr}\,\rho\,\partial_\theta V+\xi\,\mathrm{Tr}\,(\partial_\theta\rho)V .$$

In $dE/d\theta$ the second term is cancelled by $\mathrm{Tr}\,(\partial_\theta\rho)H_0$, since stationarity means $\mathrm{Tr}\,(\partial_\theta\rho)(H_0+\xi V)=0$. In $dE_{SO}/d\theta$ nothing cancels it. Differentiating $E_{SO}=\xi\,\partial_\xi E$ with respect to $\theta$ shows that $dE_{SO}/d\theta=\xi\,\partial_\xi(dE/d\theta)$, which is twice the torque at second order, so the two terms are then equal. The belief amounts to integrating the total derivative where only the explicit one belongs.

For $E=E(\hat z)+K\sin^2\theta$ the torque is $K\sin2\theta$, equal to $K$ at $45^\circ$. The output has $2.0516$ meV/rad for the torque and $4.0739$ meV/rad for $dE_{SO}/d\theta$. The program asserts that the expectation value equals the finite-difference derivative of the energy at $\xi=50$ meV, and that at small $\xi$ the two quantities tend to $k_2\xi^2$ and $2k_2\xi^2$. The torque is closer to the exact $K=2.0517$ meV than to $K_2=2.0781$ meV, and the reason lies in the angular form of the higher orders.

The sum of occupied eigenvalues is $\oint\frac{dz}{2\pi i}\,z\,\mathrm{Tr}\,G(z)$ with $G=(z-H)^{-1}$ and a contour around the occupied levels. Expanding $G=G_0+\xi G_0VG_0+\dots$ and using the cyclic property of the trace, the order-$n$ term contains $\mathrm{Tr}[G_0^2V(G_0V)^{n-1}]$. In a fixed laboratory spin frame $V$ does not depend on $\mathbf m$, and $G_0=\sum_\pm P_\pm\otimes g_\pm(z)$ with spin projectors $P_\pm=\tfrac12(1\pm\boldsymbol\sigma\cdot\mathbf m)$ and orbital resolvents $g_\pm$ independent of $\mathbf m$. Because $P_\pm^2=P_\pm$ and $P_+P_-=0$, $G_0^2=\sum_\pm P_\pm\otimes g_\pm^2$ is also linear in $\mathbf m$. The order-$n$ energy is thus a polynomial in $\mathbf m$ of degree at most $n$. Time reversal leaves the crystal field and $\mathbf L\cdot\mathbf S$ unchanged and reverses $\boldsymbol\sigma$, so $H(\mathbf m)$ and $H(-\mathbf m)$ have the same spectrum and the polynomial is even. For the tetragonal site, the twofold rotation about $z$ makes the energy even in $\theta$, so through fifth order it is $a+b\sin^2\theta+c\sin^4\theta$ in the $xz$ plane. Its derivative at $45^\circ$ is $b+4c\sin^3\theta\cos\theta=b+c$, which is $E(\hat x)-E(\hat z)$. Torque at $45^\circ$ and $K$ first differ at sixth order.

## Cubic symmetry: a quarter

Orders 2 and 3 are even polynomials of degree at most 2, $a+\sum b_{ij}m_im_j$. Invariance under the cubic group forces $b_{ij}\propto\delta_{ij}$: the twofold rotations about the cube axes remove $m_im_j$ with $i\neq j$, and the threefold rotations equalize the three squares. Then $|\mathbf m|=1$ makes the polynomial a constant. Anisotropy begins at $n=4$, so for a gapped cubic ground state $K\to\tfrac14\Delta E_{SO}$ and the other terms take back three quarters.

A case that can be done by hand is $d^8$ with $t_{2g}$ ($xy,yz,xz$) at 0 and $e_g$ at $D$, in the limit $J\to\infty$ where spin flips are frozen out. The full majority shell does not shift, because $\mathrm{Tr}\,L_m=0$. The minority Hamiltonian has the perturbation $-bL_m$ with $b=\xi/2$, also traceless, so the energy of the three occupied levels shifts by minus the shift of the two upper levels. For a $2\times2$ block with diagonal gap $g$ and coupling $w$, the upper level lies at $g/2+\sqrt{g^2/4+w^2}=g+w^2/g-w^4/g^3+\dots$ above the lower diagonal entry.

For $[001]$, $z^2$ is untouched and $x^2-y^2$ couples to $xy$ with $w=2b$, $g=D$. The upper levels shift by $4b^2/D-16b^4/D^3$.

For $[111]$, $L_m=(L_x+L_y+L_z)/\sqrt3$. It has no element within $e_g$. Collecting the elements found above, with columns in the order $xy,yz,xz$, the block from $t_{2g}$ to $(z^2,\,x^2{-}y^2)$ and the block within $t_{2g}$ are

$$W=\frac i{\sqrt3}\begin{pmatrix}0&\sqrt3&-\sqrt3\\-2&1&1\end{pmatrix},\qquad T=\frac i{\sqrt3}\begin{pmatrix}0&1&-1\\-1&0&1\\1&-1&0\end{pmatrix}.$$

Both annihilate $(1,1,1)$, which decouples. On the orthonormal vectors $p=(0,1,-1)/\sqrt2$ and $q=(-2,1,1)/\sqrt6$, multiplication gives $Wp=i\sqrt2\,d_{z^2}$, $Wq=i\sqrt2\,d_{x^2-y^2}$, $Tp=-iq$, $Tq=ip$. The combinations $t_\pm=(p\mp iq)/\sqrt2$ satisfy $Tt_\pm=(-iq\pm p)/\sqrt2=\pm t_\pm$ and $Wt_\pm=i\sqrt2\,e_\pm$ with the orthonormal pair $e_\pm=(d_{z^2}\mp i\,d_{x^2-y^2})/\sqrt2$. There are two blocks, with $t_\pm$ at $\mp b$, $e_\pm$ at $D$, gaps $D\pm b$ and $w^2=2b^2$. The upper levels shift, through fourth order, by

$$2b^2\left(\frac1{D+b}+\frac1{D-b}\right)-2\,\frac{4b^4}{D^3}=\frac{4b^2}D+\frac{4b^4}{D^3}-\frac{8b^4}{D^3}=\frac{4b^2}D-\frac{4b^4}{D^3}.$$

The second-order parts agree, as symmetry requires, and $E_{[111]}-E_{[001]}=-[-4-(-16)]\,b^4/D^3=-\tfrac34\,\xi^4/D^3$.

The program asserts this coefficient at very large $J$ in 50-digit arithmetic, printing $-0.7500$ eV$^{-3}$ for $D=1$ eV. At $J=3$ eV it asserts the isotropy of orders 2 and 3, the power $4.0000$ and the ratio $0.25000$, and finds $k_4=-0.5508$ eV$^{-3}$. At $\xi=50$ meV, with $\Delta$ now meaning $[111]$ minus $[001]$, $K=-3.32\ \mu$eV, $\Delta E_{SO}=-13.13\ \mu$eV and the ratio is $0.2528$. The belief is wrong here by a factor near 4, and the half rule, which gives $-6.56\ \mu$eV, by a factor near 2.

## An unquenched level: the belief becomes right

Reorder the tetragonal levels to $\varepsilon_{yz}=\varepsilon_{xz}=0$, $\varepsilon_{xy}=0.5$, $\varepsilon_{z^2}=0.8$, $\varepsilon_{x^2-y^2}=1.0$ eV, with one minority electron in the doublet. The ground state of $H_0$ is now degenerate and need not be made of real orbitals. Within the doublet only $L_z$ has an element, of modulus 1, so $-\tfrac\xi2L_m$ has eigenvalues $\mp\tfrac\xi2|\cos\theta|$. At zero temperature the electron takes the lower one, which gives $-\xi/2$ for $\hat z$ and nothing for $\hat x$, so $K=\xi/2+O(\xi^2)$. Choosing a complex combination of two degenerate orbitals costs nothing in $H_0$, in agreement with the factor $1-n=0$. The program asserts both limits at $\xi=0.1$ meV, where the ratio is $1.0003$.

At $\xi=50$ meV the ratio does not lie between $\tfrac12$ and 1: $K=20.9303$ meV, $\Delta E_{SO}=16.9056$ meV, ratio $1.2381$. The series accounts for this. Subtracting the first-order $25$ meV from both leaves $-4.0697$ and $-8.0944$ meV, whose ratio is $0.503$, the mark of a term that is mainly of second order. That term is opposite in sign to the first-order one, and since it enters $\Delta E_{SO}$ twice it lowers $\Delta E_{SO}$ more than $K$. The spin-conserving part of it has this sign for a visible reason: for $\hat z$ the occupied minority state is an eigenstate of $L_z$ and gains nothing from $L_m$ in second order, while for $\hat x$ either real orbital gains, through $3/0.8+1/1.0$ for $yz$ or $1/0.5$ for $xz$. The spin-flip part is not separated here. The inequalities derived earlier bound each direction and place no bound on the ratio of differences.

## Finite temperature: entropy pays

For independent electrons with Fermi–Dirac occupations, the stationary functional is the Mermin free energy $\Phi=\mathrm{Tr}\,\rho H-TS$, with $S=-k_B\mathrm{Tr}[\rho\ln\rho+(1-\rho)\ln(1-\rho)]$, at fixed $\mathrm{Tr}\,\rho=N$. Its variation is $\mathrm{Tr}\,\delta\rho\,[H+k_BT\ln(\rho/(1-\rho))]$, which vanishes for traceless $\delta\rho$ when the bracket is a constant $\mu$, that is for $\rho=f(H-\mu)$. The entropy belongs to $\Phi_0$, so $E_{SO}=\xi\,dF/d\xi$, and $K$ now means $\Delta F$.

The first-order density matrix follows from $[H,\rho]=0$. In the eigenbasis of $H_0$, $(\epsilon_n-\epsilon_m)\delta\rho_{nm}+\xi V_{nm}(f_m-f_n)=0$ fixes the elements between different levels. Within a degenerate level, diagonalizing $V$ gives shifts $\xi v$ and occupation changes $f'(\xi v-\delta\mu)$, which in the original basis read $\delta\rho_{nm}=f'(\xi V_{nm}-\delta\mu\,\delta_{nm})$. Conservation of $N$ requires $\sum_nf_n'(\xi V_{nn}-\delta\mu)=0$. The trace of $V$ over each degenerate level vanishes in a real basis (in a crystal whose Bloch Hamiltonian is not real, the contributions of $\mathbf k$ and $-\mathbf k$ cancel), so $\delta\mu=0$ at first order. Then $E_{SO}=\xi\,\mathrm{Tr}\,\delta\rho\,V$, and integrating $dF/d\xi=E_{SO}/\xi$,

$$F_2=\frac{\xi^2}2\sum_{nm}|V_{nm}|^2\,\frac{f_n-f_m}{\epsilon_n-\epsilon_m},\qquad E_{SO}=2F_2,$$

with $f'=-f(1-f)/k_BT$ for degenerate pairs. Every term is non-positive because $f$ decreases. With occupations 1 and 0 each pair appears twice and the formula returns $-\xi^2A$. The expansion needs $\xi$ small against the larger of the gap and $k_BT$ for each coupled pair that is not both full or both empty. A pair of full levels, such as the degenerate majority $xz$, $yz$ pair of the $d^6$ site, imposes no such condition, because mixing within it leaves $\rho$ unchanged, and the same holds for a pair of empty levels.

For the half-filled doublet alone, with $\mathbf m=\hat z$, the levels are $\mp\xi/2$ about $\mu$. With $y=\xi/4k_BT$ and $1+e^{\pm2y}=2e^{\pm y}\cosh y$, the free energy changes by $-2k_BT\ln\cosh y$, and $E_{SO}=-\tfrac\xi2(f_--f_+)=-\tfrac\xi2\tanh y$, where $f_-$ and $f_+$ are the occupations of the lower and upper level. The ratio is $\ln\cosh y/(y\tanh y)$, which tends to 1 for $y\gg1$ and to $\tfrac12$ for $y\ll1$, where $F_2=-\xi^2/16k_BT$. Both states have the same $H_0$ energy, so the cost must be entropic. Directly: the occupations are $\tfrac12\pm\delta$ with $\delta=\xi/8k_BT$, each level has entropy $k_B(\ln2-2\delta^2)$, and $-T\,\delta S=4k_BT\delta^2=+\xi^2/16k_BT$.

In the full model at $k_BT=25$ meV (290 K) this is $2.5000$ eV$^{-1}$ times $\xi^2$, which the program asserts. The coefficients $F_2/\xi^2$ are $-3.72850$ for $\hat z$ and $-2.22705$ eV$^{-1}$ for $\hat x$, so $k_2=1.50145$ eV$^{-1}$, and the small-$\xi$ ratio is $0.50000$. The other half, $-k_2$, is made of $+0.99855$ from $\Delta\langle H_0\rangle$ and $-2.49999$ from $-T\Delta S$. Here $\Delta\langle H_0\rangle$ has the same sign as $K$. The splitting of the doublet contributes $+2.5$ to $k_2$ and is paid for in entropy; the mixing of different levels contributes $1.50145-2.5=-0.99855$, favours $\hat x$, and is paid for in $\langle H_0\rangle$. At $\xi=50$ meV, where $y=\tfrac12$, the sum is $6.2071+2.5901-5.4059=3.3913$ meV and the ratio is $0.5464$.

A metal has no gap, and the same formula applies with a sum over $\mathbf k$. The program uses a square lattice of $d$ shells with nearest-neighbour Slater–Koster hoppings $dd\sigma=-0.5$, $dd\pi=0.3$, $dd\delta=-0.05$ eV, $J=2$ eV, $N=7$, $k_BT=50$ meV (580 K) and a $16\times16$ mesh. The identity holds for any mesh, but the values below belong to this mesh and are not converged: on meshes of $48\times48$ and finer, at $\xi=50$ meV, $K=-0.111$ meV (12% smaller in magnitude), $\Delta E_{SO}=-0.226$ meV and the ratio is $0.492$. The coefficients $F_2/\xi^2$ are $-2.29875$ and $-2.34924$ eV$^{-1}$, so $k_2=-0.05049$ eV$^{-1}$, about 2% of either, and the easy direction of the two is $\hat x$. At $\xi=50$ meV, $K=-0.1261$ meV, $\Delta E_{SO}=-0.2503$ meV and the ratio is $0.5037$. This closeness to one half belongs to the high temperature. On a converged mesh with the same $\xi$, $K$ is $-0.005$ meV at $k_BT=25$ meV and $+0.046$ meV at $10$ meV, so the easy direction reverses in between, and the ratios are $0.15$ and $0.70$. There $\xi$ exceeds $k_BT$, the condition for the expansion is not met, and the half rule cannot be assumed for a metal without checking. For both thermal models the program asserts, in each direction and to a relative $10^{-4}$, that $F$, $E_{SO}$ and $\langle H_0\rangle-TS$ change by $F_2$, $2F_2$ and $-F_2$, and it asserts the coupling-constant integral at $50$ meV.

The division of the other half in this metal is uneven: $\Delta\langle H_0\rangle=+0.2364$ meV and $-T\Delta S=-0.1121$ meV. The anisotropy of the internal energy, $-0.2503+0.2364=-0.0139$ meV, is about a ninth of the anisotropy of the free energy on this mesh. That smallness is an accident of the mesh: the converged value is $+0.061$ meV, opposite in sign to $K$, with $-T\Delta S=-0.172$ meV. The half rule belongs to $F$ and fails for the internal energy whenever, as here, the entropy term is comparable to $K$. Stationarity with $T$ as the parameter gives $S=-\partial F/\partial T$, so $-T\Delta S=T\,\partial K/\partial T$ at fixed $J$. A large entropy term means that $K$ depends strongly on the electronic temperature: at this temperature and mesh the local power $\partial\ln|K|/\partial\ln T$ is $0.1121/0.1261=0.89$ (it is $1.55$ on a converged mesh), a single slope that does not fix the form of $K(T)$ elsewhere. For a gapped site with $k_BT$ far below the gap the term is exponentially small and $\langle H_0\rangle$ carries the whole half.

## Self-consistency

When the electrons interact in mean field, the potential responds to the distortion. A minimal case adds a quadratic orbital-polarization energy to the $d^6$ site at zero temperature, $\Phi=\mathrm{Tr}\,\rho(H_0+\xi V)-\tfrac B2|\langle\mathbf L\rangle|^2$. Varying $\rho$ gives the effective Hamiltonian $H_0+\xi V-B\langle\mathbf L\rangle\cdot\mathbf L$. At first order the full majority shell does not respond, spin-flip admixtures do not contribute to $\langle\mathbf L\rangle$ because $\mathbf L$ is diagonal in spin, and for $\mathbf m=\hat z$ or $\hat x$ the absence of cross terms puts $\langle\mathbf L\rangle=\ell\,\mathbf m$. The minority electrons feel $-hL_m$ with $h=\xi/2+B\ell$, so $\ell=\chi h$ and

$$\ell=\frac\xi2\,\frac\chi{1-B\chi}.$$

The spin-conserving pieces are then: $E_{SO}=-\tfrac\xi2\ell=-\tfrac{\xi^2}4\chi/(1-B\chi)$; a rise of $\langle H_0\rangle$ by $h^2S_c=h^2\chi/2=\ell^2/2\chi$; and the interaction energy $-B\ell^2/2$. The last two add to

$$\frac{\ell^2(1-B\chi)}{2\chi}=\frac{\xi^2}8\,\frac\chi{1-B\chi},$$

which is half of $|E_{SO}|$. The spin-flip part is unchanged at this order. The expansion needs $B\chi<1$ for the largest of the susceptibilities, here $\chi_z$, whatever the direction of $\mathbf m$: at $B\chi_z=1$ the site polarizes orbitally along $z$ by itself, also for $\mathbf m=\hat x$, and quenching is lost.

With $B=50$ meV, $\chi_z=8$ and $\chi_x=4$ eV$^{-1}$, the denominators are $0.6$ and $0.8$, and

$$k_2=\frac8{8\times0.6}-\frac4{8\times0.8}+\frac{5.9833-4.6583}4=1.3729\ \mathrm{eV^{-1}},$$

so $K_2=3.4323$ meV. The program asserts the second-order energy and the factor 2 in each direction against the self-consistent solution, and the ratio $0.50000$ at small $\xi$. At $50$ meV, $K=3.3659$ meV, $\Delta E_{SO}=6.6303$ meV and the ratio is $0.50765$. The interaction has raised $K$ by 64% of its value at $B=0$ and has left the half in place.

Two quantities that look like energies do not obey the rule. The sum of self-consistent eigenvalues is $\mathrm{Tr}\,\rho H_{\rm eff}=E-\tfrac B2\ell^2$, since it counts the interaction twice. The anisotropy of $-\tfrac B2\ell^2$ is $0.025\,[(4/0.6)^2-(2/0.8)^2]\,\xi^2=0.9549\,\xi^2$ in eV$^{-1}$, so the eigenvalue sum has the ratio $(1.3729+0.9549)/(2\times1.3729)=0.848$, printed as $0.8477$. From $K=\Delta E_{SO}+\Delta\langle H_0\rangle+0.9549\,\xi^2$ one gets $\Delta\langle H_0\rangle=-(1.3729+0.9549)\,\xi^2$, with ratio $-0.8477$ in place of $-\tfrac12$. The program asserts that both ratios depart from $\pm\tfrac12$ by more than $0.1$. At $50$ meV the eigenvalue sum gives $5.6325$ meV, the interaction term is $5.6325-3.3659=2.2666$ meV, and the balance reads $6.6303-5.5310+2.2666=3.3659$ meV.

An eigenvalue sum taken in the potential frozen at $\xi=0$ is a different object. It is the stationary value of $\mathrm{Tr}\,\rho(H_0+\xi V)$, because $\langle\mathbf L\rangle=0$ at zero coupling, and so it obeys the half rule with its own $E_{SO}$. In this model it returns $2.0517$ meV where the self-consistent anisotropy is $3.3659$ meV. The gap is this large because the interaction depends on $\langle\mathbf L\rangle$, which responds at first order in $\xi$. The occupations $n_a$ of the real spin-orbitals change only at order $\xi^2$, so an interaction $\tfrac U2\sum_a(n_a-n_a^0)^2$ alters $K$ only from order $\xi^4$ on; with $U=2$ eV on this site the change is below $0.001$ meV. A ratio near one half is what any variational calculation dominated by second order gives, with a frozen or a relaxed potential. It therefore does not show that the calculation contains the response of the potential.

## Numbers as computed

```
d6 site: eps(xy,yz,xz,z2,x2-y2) = [0.0, 0.5, 0.5, 0.8, 1.0] eV, J = 3.0 eV, xi = 50 meV
m=z: conserving sum 4.0000 1/eV, flip sum 5.9833 1/eV
m=z: E2 -6.2395 meV, E3 0.0507 meV
m=z: exact E-E0 -6.1817, E_SO -12.2989, <H0>-E0 6.1172 meV
m=x: conserving sum 2.0000 1/eV, flip sum 4.6583 1/eV
m=x: E2 -4.1614 meV, E3 0.0271 meV
m=x: exact E-E0 -4.1300, E_SO -8.2246, <H0>-E0 4.0946 meV
k2 = 0.83124 1/eV, k3 = -0.18915 1/eV^2
K2 = 2.0781 meV, K3 = -0.0236 meV
exact K = 2.0517 meV = 3.2872e-22 J per site
exact dSO = 4.0743 meV, dSO/2 = 2.0372 meV, d<H0> = -2.0226 meV
K/dSO exact 0.50357, 1/2 - k3 xi/(4 k2) = 0.50284
K/dSO at xi = 1 meV: 0.50006
coupling-constant integral K = 2.0517 meV
45 deg: torque 2.0516, dE_SO/dtheta 4.0739 meV/rad
SCF: B = 50 meV, chi_z 8.000, chi_x 4.000 1/eV
SCF: k2 = 1.37291 1/eV, K2 = 3.4323 meV
SCF small xi: K/dSO 0.50000, band/dSO 0.8477, d<H0>/dSO -0.8477
SCF xi=50 meV: K 3.3659, dSO 6.6303, d<H0> -5.5310, band 5.6325 meV
SCF xi=50 meV: K/dSO 0.50765
cubic d8: eg-t2g = 1.0 eV, J = 3.0 eV; small xi: power 4.0000, K/dSO 0.25000
cubic k4 = -0.5508 1/eV^3; large-J limit -0.7500 1/eV^3
cubic xi=50 meV: K -3.3191, dSO -13.1282 micro-eV, K/dSO 0.2528
doublet: eps = [0.5, 0.0, 0.0, 0.8, 1.0] eV; T=0, xi=0.1 meV: K/dSO 1.0003
doublet T=0, xi=50 meV: K 20.9303, dSO 16.9056 meV, K/dSO 1.2381
doublet m=z: -T dS/xi^2 2.5000, 1/(16kT) 2.5000 1/eV
doublet: N = 6, kT = 25 meV (T = 290.1 K)
doublet: F2/xi^2 z -3.72850, x -2.22705, k2 1.50145 1/eV
doublet small xi: K/dSO 0.50000, d<H0>/xi^2 0.99855, -TdS/xi^2 -2.49999 1/eV
doublet xi=50 meV: K 3.3913, dSO 6.2071, d<H0> 2.5901, -TdS -5.4059 meV
doublet xi=50 meV: K/dSO 0.5464
metal: dd-sigma -0.5, dd-pi 0.3, dd-delta -0.05, J 2.0 eV, mesh 16x16
metal: N = 7, kT = 50 meV (T = 580.2 K)
metal: F2/xi^2 z -2.29875, x -2.34924, k2 -0.05049 1/eV
metal small xi: K/dSO 0.50000, d<H0>/xi^2 0.09861, -TdS/xi^2 -0.04812 1/eV
metal xi=50 meV: K -0.1261, dSO -0.2503, d<H0> 0.2364, -TdS -0.1121 meV
metal xi=50 meV: K/dSO 0.5037
```
